\section*{Choosing the number of Haydock steps for Bethe-Salpeter absorption spectra}

\section{Definitions and conventions}

An optical spectrum can be computed from the Bethe-Salpeter equation with an iterative solver that has two linked settings: the number of Haydock steps $n$ and the broadening $\eta$. The quantities behind them are as follows.

$H$ is the Bethe-Salpeter Hamiltonian in the Tamm-Dancoff approximation, which omits the coupling between excitations and de-excitations. It is a finite Hermitian matrix in the space of electron-hole pairs, with orthonormal eigenvectors $|\lambda\rangle$ and eigenvalues $E_\lambda>0$. Its exchange part omits the long-range ($\mathbf G=0$) Coulomb term, so that it describes the response to the macroscopic field. $P$ is the vector of dipole lengths along the chosen polarization, with a factor $\sqrt2$ included for spin singlets. The crystal volume is $V$, and $\omega$ denotes the photon energy. We set
\begin{equation}
z=\omega+i\eta,\quad q_1=\frac{P}{\|P\|},\quad A=\frac{e^2\|P\|^2}{\varepsilon_0V},\quad
g(z)=\langle q_1|(z-H)^{-1}|q_1\rangle .
\end{equation}
Here $\eta>0$ is the half width at half maximum of a line. With $w_\lambda=|\langle\lambda|q_1\rangle|^2$, which sum to one, $g(z)=\sum_\lambda w_\lambda/(z-E_\lambda)$.

\section{The spectrum as one matrix element}

Apply a weak macroscopic field $Fe^{-izt/\hbar}+\text{c.c.}$ To first order in $F$ the ground-state amplitude stays at one, and the amplitude of exciton $\lambda$, with $d_\lambda=\langle\lambda|P\rangle$, obeys
\begin{equation}
i\hbar\dot c_\lambda=E_\lambda c_\lambda-e\,d_\lambda\left(Fe^{-izt/\hbar}+F^*e^{iz^*t/\hbar}\right).
\end{equation}
Inserting one exponential at a time gives
\begin{equation}
c_\lambda=\frac{eFd_\lambda}{E_\lambda-z}e^{-izt/\hbar}+\frac{eF^*d_\lambda}{E_\lambda+z^*}e^{iz^*t/\hbar}.
\end{equation}
The induced dipole is $e\sum_\lambda(d_\lambda^*c_\lambda+\text{c.c.})$. Its part in $e^{-izt/\hbar}$ comes from the first term of $c_\lambda$ and from the complex conjugate of the second. Dividing by $\varepsilon_0VF$ and adding one gives
\begin{align}
\varepsilon(\omega)&=1+\frac{e^2}{\varepsilon_0V}\sum_\lambda|d_\lambda|^2\left[\frac1{E_\lambda-z}+\frac1{E_\lambda+z}\right]\nonumber\\
&=1-A\,[g(z)+g(-z)],
\end{align}
because $1/(E_\lambda-z)=-1/(z-E_\lambda)$ and $1/(E_\lambda+z)=-1/(-z-E_\lambda)$. Taking imaginary parts,
\begin{equation}
\operatorname{Im}\varepsilon=A\eta\sum_\lambda w_\lambda\left[\frac1{(\omega-E_\lambda)^2+\eta^2}-\frac1{(\omega+E_\lambda)^2+\eta^2}\right].
\label{lor}
\end{equation}
As $\eta\to0^+$ at $\omega>0$, the second term vanishes and the first becomes $\pi A\sum_\lambda w_\lambda\delta(\omega-E_\lambda)$. The spectrum thus needs one diagonal element of the resolvent, not the separate eigenvectors of $H$.

\section{What one step does}

Start from $q_1$, with $b_0=0$. Step $j$ computes
\begin{equation}
a_j=\langle q_j|H|q_j\rangle,\qquad
b_jq_{j+1}=Hq_j-a_jq_j-b_{j-1}q_{j-1},
\label{rec}
\end{equation}
where $b_j\ge0$ is the norm of the right-hand side. Hermiticity makes $a_j$ real, even for complex $H$ and $P$.

Subtracting two vectors suffices. Suppose $q_1,\dots,q_j$ are orthonormal. The right-hand side is orthogonal to $q_j$ by the choice of $a_j$. Its overlap with $q_{j-1}$ is $\langle Hq_{j-1}|q_j\rangle-b_{j-1}=b_{j-1}-b_{j-1}=0$, by the preceding step. For $i\le j-2$, $Hq_i$ contains no vector beyond $q_{i+1}$, so $\langle q_i|Hq_j\rangle=\langle Hq_i|q_j\rangle=0$. Orthonormality therefore continues by induction.

Let $Q_n$ have columns $q_1,\dots,q_n$, and let $T_n$ be the real tridiagonal matrix with diagonal $a_1,\dots,a_n$ and off-diagonal $b_1,\dots,b_{n-1}$. With $e_j$ the $j$th unit vector, the $n$ steps read
\begin{equation}
HQ_n=Q_nT_n+b_nq_{n+1}e_n^{T},\qquad Q_n^\dagger HQ_n=T_n .
\label{proj}
\end{equation}
The solver replaces $H$ by its projection $T_n$, and $g$ by
\begin{equation}
g_n(z)=e_1^T(z-T_n)^{-1}e_1 .
\end{equation}

To evaluate it, solve $(z-T_n)x=e_1$ from the bottom. For $n>1$ the last row is $-b_{n-1}x_{n-1}+(z-a_n)x_n=0$, hence $x_n=b_{n-1}f_nx_{n-1}$ with $f_n=1/(z-a_n)$. If $x_{j+1}=b_jf_{j+1}x_j$, row $j\ge2$ becomes
\begin{equation}
(z-a_j-b_j^2f_{j+1})x_j=b_{j-1}x_{j-1},
\end{equation}
so the same form holds one level higher. The first row has right-hand side one. Therefore
\begin{equation}
f_j=\frac1{z-a_j-b_j^2f_{j+1}},\quad f_{n+1}=0,\quad g_n=f_1,
\label{cf}
\end{equation}
or, written out,
\begin{equation}
g_n(z)=\cfrac1{z-a_1-\cfrac{b_1^2}{z-a_2-\cdots-\cfrac{b_{n-1}^2}{z-a_n}}}.
\end{equation}
For $\operatorname{Im}z>0$, each $f_{j+1}$ has a non-positive imaginary part, so each denominator has imaginary part at least $\eta$ and cannot vanish. For $-z$ the signs reverse. The spectrum follows from
\begin{equation}
\operatorname{Im}\varepsilon_n=-A\operatorname{Im}[g_n(z)+g_n(-z)].
\end{equation}

The coefficients do not depend on $\omega$ or $\eta$. One run serves any frequency grid and any broadening, provided $n$ is large enough for the smallest $\eta$ used. A new polarization changes $P$ and in general the coefficients. If a unitary operation $S$ that commutes with $H$ carries the old $P$ into the new one, each $q_j$ becomes $Sq_j$ and the coefficients $a_j$, $b_j$ are unchanged. A new direction can also be assembled from earlier runs: for $P=\sum_ic_iP_i$, $\langle P|(z-H)^{-1}|P\rangle=\sum_{ij}c_i^*c_j\langle P_i|(z-H)^{-1}|P_j\rangle$. When symmetry makes the off-diagonal elements vanish, as along the axes of an orthorhombic crystal, three runs give every direction, and in a cubic crystal one run does.

\section{What $n$ steps guarantee}

Define the moments $\mu_k=\langle q_1|H^k|q_1\rangle=\sum_\lambda w_\lambda E_\lambda^k$. Those of the approximate density are $\mu_k^{(n)}=e_1^TT_n^ke_1$. We first show that
\begin{equation}
H^kq_1=Q_nT_n^ke_1,\qquad 0\le k\le n-1 .
\label{power}
\end{equation}
It holds for $k=0$. If it holds for some $k\le n-2$, multiply by $H$ and use (\ref{proj}):
\begin{equation}
H^{k+1}q_1=Q_nT_n^{k+1}e_1+b_nq_{n+1}\,(e_n^TT_n^ke_1).
\end{equation}
Each factor $T_n$ moves at most one place down the chain, so $T_n^ke_1$ reaches component $k+1<n$ at most. The last bracket vanishes, which completes the induction.

Now share the powers between bra and ket. For $0\le i,j\le n-1$,
\begin{align}
\mu_{i+j+1}&=\langle H^iq_1|H|H^jq_1\rangle\nonumber\\
&=e_1^TT_n^i(Q_n^\dagger HQ_n)T_n^je_1=\mu_{i+j+1}^{(n)} .
\end{align}
The sum $i+j+1$ runs from 1 to $2n-1$, and $\mu_0=\mu_0^{(n)}=1$. Thus $n$ steps reproduce the first $2n$ moments, $k=0,\dots,2n-1$.

The next moment shows where agreement stops. For $k=n-1$ the bracket is $e_n^TT_n^{n-1}e_1=b_1\cdots b_{n-1}$, the single path down the chain. Hence
\begin{equation}
H^nq_1=Q_nT_n^ne_1+(b_1\cdots b_n)q_{n+1}.
\end{equation}
The two parts are orthogonal, so the squared norm gives
\begin{equation}
\mu_{2n}-\mu_{2n}^{(n)}=(b_1b_2\cdots b_n)^2 .
\label{gap}
\end{equation}
If $b_n=0$, the recursion must stop. Then $HQ_n=Q_nT_n$, so the vector $Q_n(z-T_n)^{-1}e_1$ solves $(z-H)y=q_1$, and $g_n=g$. The dipole vector then contains no state outside the space already built.

These moments belong to the unbroadened resonant density, $\operatorname{Im}\varepsilon=\pi A\sum_\lambda w_\lambda\delta(\omega-E_\lambda)$, for which $\int_0^\infty\omega^k\operatorname{Im}\varepsilon\,d\omega=\pi A\mu_k$. At finite $\eta$, combining the fractions in (\ref{lor}) gives a numerator $4\omega E_\lambda$, so $\operatorname{Im}\varepsilon\simeq4A\eta\mu_1/\omega^3$ at large $\omega$. Moments with $k\ge2$ then diverge.

The first moment survives. Changing $\omega\to-\omega$ in the second term of (\ref{lor}) turns its contribution into the negative-frequency half of the first, and
\begin{align}
\int_{-\Omega}^{\Omega}\frac{\eta\,\omega\,d\omega}{(\omega-E)^2+\eta^2}
={}&E\left[\arctan\frac{\Omega-E}\eta+\arctan\frac{\Omega+E}\eta\right]\nonumber\\
&+\frac\eta2\ln\frac{(\Omega-E)^2+\eta^2}{(\Omega+E)^2+\eta^2}\to\pi E
\end{align}
as $\Omega\to\infty$. Hence $\int_0^\infty\omega\operatorname{Im}\varepsilon\,d\omega=\pi A\mu_1$ for any $\eta$. Since $\mu_1=a_1$ is already correct after one step, a satisfied first-moment sum rule is no evidence that $n$ is sufficient.

\section{How broadening sets the number of steps}

Matching moments means that the exact and approximate densities give the same average of every polynomial of degree $2n-1$ or less. The error of $g_n$ is therefore limited by how well such a polynomial represents $1/(z-E)$ on the spectral interval. Let $c$ be the centre of this interval and $h>0$ its half-width. Write $E=c+hy$, $y=\cos\theta$, and
\begin{equation}
\zeta=\frac{z-c}h=\cosh(\kappa+i\varphi),\quad \kappa>0,\quad
u=e^{\kappa+i\varphi},\quad s=\sinh(\kappa+i\varphi).
\end{equation}
Summing two geometric series in $e^{\pm i\theta}/u$ gives
\begin{equation}
1+2\sum_{k=1}^{\infty}u^{-k}\cos k\theta
=\frac{1-u^{-2}}{1-2u^{-1}\cos\theta+u^{-2}}
=\frac{u-u^{-1}}{u+u^{-1}-2y}=\frac{s}{\zeta-y}.
\end{equation}
Since $\cos k\theta$ is a polynomial of degree $k$ in $y$, the Chebyshev polynomial, this expands $1/(z-E)=1/[h(\zeta-y)]$. Cut the series after $k=2n-1$. With $\rho=|u|=e^\kappa>1$, the remainder is at most
\begin{equation}
\frac2{h|s|}\sum_{k=2n}^{\infty}\rho^{-k}=\frac{2\rho^{-(2n-1)}}{h|s|(\rho-1)} .
\end{equation}
The retained polynomial has equal averages in the two densities. Both have unit weight, and the eigenvalues of the projection $T_n$ lie within the spectral interval of $H$. The remainder therefore enters at most twice:
\begin{equation}
|g(z)-g_n(z)|\le\frac{4\rho^{-(2n-1)}}{h|s|(\rho-1)} .
\label{bound}
\end{equation}

For the resonant term, $\eta/h=\operatorname{Im}\zeta=\sinh\kappa\sin\varphi$, so $\sinh\kappa\ge\eta/h$. Equality holds at the band centre, where the exponential decay is slowest. There, for $\eta\ll h$, $\kappa\simeq\eta/h$, $|s|\simeq1$ and $h(\rho-1)\simeq\eta$. Requiring an absolute error below $\delta$ in $g$ gives the estimate
\begin{equation}
n\simeq\frac12+\frac h{2\eta}\ln\frac4{\eta\delta}.
\label{rule}
\end{equation}
Halving the broadening slightly more than doubles this number at fixed $\delta$. The antiresonant term is evaluated at $-\omega$, outside the positive spectrum, so its decay rate stays finite as $\eta\to0$. For a tolerance $\Delta$ in $\operatorname{Im}\varepsilon$, take $\delta\simeq\Delta/A$. The matrix dimension does not enter (\ref{rule}); the spectral width does. In exact arithmetic, however, the recursion ends once $n$ reaches the number of distinct levels with nonzero weight, so for small $\eta$ and a small matrix (\ref{rule}) can exceed any useful $n$. Bands far above the plotted window raise this estimate through $h$. If a gap separates them from the rest of the spectrum, the bound counts the empty gap as part of the interval, and the number of steps actually needed can be far below (\ref{rule}).

\section{A worked case}

Take a two-band model on a periodic mesh of $10^3$ $\mathbf k$ points. In the relative coordinate $\mathbf R$ of electron and hole, measured in lattice constants,
\begin{equation}
(H\psi)(\mathbf R)=[6-W(\mathbf R)]\psi(\mathbf R)-\sum_{i=x,y,z}t_i[\psi(\mathbf R+\hat\imath)+\psi(\mathbf R-\hat\imath)],
\end{equation}
in eV, with $t=(0.6,0.5,0.4)$, $W(0)=3$ and otherwise $W=1/|\mathbf R|$, using the shortest periodic distance. These are chosen parameters. The lowest free pair lies at $6-2(0.6+0.5+0.4)=3$ eV. The lattice constant is $a=5$ \AA, the dipole length $d=1$ \AA\ at every $\mathbf k$, and $\eta=0.15$ eV. With $N$ mesh points, $\|P\|^2=2Nd^2$ and $V=Na^3$, so $A=2e^2d^2/(\varepsilon_0a^3)=2.895$ eV.

A dipole independent of $\mathbf k$ transforms to $\mathbf R=0$: light creates electron and hole in the same cell. Acting once with $H$ gives $a_1=6-3=3$ eV and
\begin{equation}
b_1=\sqrt{2(0.6^2+0.5^2+0.4^2)}=1.241\ \text{eV}.
\end{equation}
Now $q_2$ lives on the six neighbouring cells, where $W=1$ eV. No two of these are neighbours of each other, so hopping does not contribute and $a_2=6-1=5$ eV. The program supplies $b_2=1.494$ and $a_3=5.319$ eV.

At $\omega=3$ eV, the three-step fraction, in eV$^{-1}$, is
\begin{align}
f_3&=\frac1{3+0.15i-5.319}=-0.4294-0.0278i,\nonumber\\
f_2&=\frac1{3+0.15i-5-1.494^2f_3}=-0.9218-0.1876i,\nonumber\\
f_1&=\frac1{3+0.15i-3-1.241^2f_2}=0.6430-0.1988i .
\end{align}
With $\operatorname{Im}g_3(-z)=0.0046$ eV$^{-1}$,
\begin{equation}
\operatorname{Im}\varepsilon_3=-2.895(-0.1988+0.0046)=0.562 .
\end{equation}
Diagonalization gives 2.249, four times as much, although six moments are correct. Take moments about 6 eV, the centre of the free-pair band (not the centre $c$ of the spectrum of $H$). By the binomial expansion the $k$th such moment is $\mu_k$ plus multiples of lower $\mu$'s, so they agree to the same order, and the sixth differs by the same amount as $\mu_6$. The fifth is $-517.604$ eV$^5$ in both densities. The sixth is 1943.856 eV$^6$ exactly and 1935.828 eV$^6$ after three steps. The difference, 8.028 eV$^6$, is $(b_1b_2b_3)^2$, as (\ref{gap}) requires.

The table gives the lowest eigenvalue of $T_n$ and the largest absolute error of $\operatorname{Im}\varepsilon$ between 0 and 12 eV, relative to diagonalization of the same $H$.
\begin{center}
\begin{tabular}{rcc}
$n$ & lowest pole (eV) & largest error\\
3 & 2.2423 & 5.6\\
10 & 2.1609 & 0.89\\
20 & 2.1609 & 0.19\\
40 & 2.1609 & 0.020\\
80 & 2.1609 & $6\times10^{-5}$
\end{tabular}
\end{center}
The exciton lies 0.839 eV below the free pairs and carries a fraction 0.563 of the weight. Alone it would give a peak of $Aw/\eta=2.895\times0.563/0.15=10.9$; the full spectrum peaks at 11.0.

After ten steps this line is in place: at 2 eV, $\operatorname{Im}\varepsilon_{10}$ and the exact value are both 5.131. At 4 eV they are 1.755 and 1.066. Ten poles spread over a spectrum from 2.16 to 8.79 eV are on average much farther apart than $\eta$, so their separate Lorentzians do not merge into a smooth continuum. A converged exciton energy therefore does not certify the absorption above it.

Here $h=(8.794-2.161)/2=3.32$ eV. For $\Delta=0.01$, $\delta=0.01/2.895=0.0035$ eV$^{-1}$ and (\ref{rule}) gives $n\simeq100$. The table shows that 80 steps are ample; the error stays below 0.01 from about 44 steps. At $\eta=0.075$ eV the estimate rises to 214 and the steps actually needed to about 76. All errors refer to the $10^3$ mesh. On a $30^3$ mesh the 80-step error is $3\times10^{-4}$ and about 46 steps reach 0.01, while the converged $\operatorname{Im}\varepsilon$ differs from that of the $10^3$ mesh by up to 0.2 and the binding energy by about $10^{-4}$ eV. The bound uses nothing about the density beyond its interval and is not an estimate of the actual error.

\section{Choosing the settings}

\begin{enumerate}
\item Fix $\eta$ from the resolution wanted. Two equal lines closer than about $\eta$ will not appear as separate peaks.
\item Estimate $h$ from the lowest and highest pair energies, allowing for the shift caused by the interaction. An interval that is too wide leaves (\ref{bound}) valid but looser. In exact arithmetic the extreme eigenvalues of $T_n$ approach, from inside, the lowest and highest levels with nonzero weight. This range is all that (\ref{bound}) needs, and it can be narrower than the spectrum of $H$. At small $n$ they can underestimate it.
\item Use (\ref{rule}) as a cautious starting value. Then compare $\operatorname{Im}\varepsilon$ at two well-separated values of $n$ over the whole window, at the final $\eta$. Continuum structure that moves with $n$ is a truncation effect.
\item After reducing $\eta$, repeat this comparison and continue the recursion if necessary.
\item Converge the $\mathbf k$ mesh and the number of bands separately. More steps approach the spectrum of the given finite matrix, including its discrete levels.
\end{enumerate}

Each step costs one product with $H$, and the plain recursion keeps only a few vectors. Rounding can spoil their orthogonality, which the proofs above assume. The table was made with each new vector reorthogonalized against all earlier ones, which requires storing them. The plain recursion was tested separately: after 150 steps the largest overlap error was 0.5, yet the largest error in $\operatorname{Im}\varepsilon$ was about $10^{-8}$. In this model the cheap version is sufficient for the broadened spectrum. That result does not extend the moment theorem or the bound to vectors that have lost orthogonality.

The three-term recursion (\ref{rec}) also relies on $H$ being Hermitian in the ordinary inner product. If the coupling to de-excitations is retained, the full Bethe-Salpeter matrix lacks this property, and the present derivation does not apply. The numerical check below covers the moment identities, termination, the error bound and the static response to a weak field.

\section*{Calculated quantities}
\begin{verbatim}
mesh points: 1000; lattice constant: 5.0 angstrom
hopping x, y, z: 0.6, 0.5, 0.4 eV
band centre: 6.0 eV; on-site attraction: 3.0 eV; tail strength: 1.0 eV
dipole length: 1.0 angstrom; eta: 0.15 eV
amplitude A: 2.89522 eV
lowest free-pair energy: 3.0000 eV
lowest exciton energy: 2.160907 eV; weight: 0.56295
binding energy: 0.83909 eV
highest energy: 8.79437 eV
j=1: a_j=3.000000 eV, b_j=1.240967 eV
j=2: a_j=5.000000 eV, b_j=1.493927 eV
j=3: a_j=5.319130 eV, b_j=1.528340 eV
j=4: a_j=5.496978 eV, b_j=1.487296 eV
j=5: a_j=5.642531 eV, b_j=1.503255 eV
j=6: a_j=5.686071 eV, b_j=1.506016 eV
three-step pole 1: 2.24227 eV, weight 0.68459
three-step pole 2: 4.22303 eV, weight 0.26486
three-step pole 3: 6.85383 eV, weight 0.05055
moments of E minus band centre (eV^k): k, exact, three steps
0  1.000000  1.000000
1  -3.000000  -3.000000
2  10.540000  10.540000
3  -37.780000  -37.780000
4  139.168600  139.168600
5  -517.603752  -517.603752
6  1943.855764  1935.827537
(b1 b2 b3)^2: 8.028227 eV^6
omega=3.0 eV, f_3: -0.429400 -0.027773i eV^-1
omega=3.0 eV, f_2: -0.921831 -0.187599i eV^-1
omega=3.0 eV, f_1: 0.642957 -0.198783i eV^-1
same omega, g_3(-z): -0.172266 +0.004573i eV^-1
same omega, three-step Im eps: 0.56228
n, lowest pole (eV), max error Im eps, max error g, bound (eV^-1)
3  2.242267  5.61e+00  2.12e+00  2.08e+01
10  2.160929  8.90e-01  3.10e-01  1.10e+01
20  2.160907  1.92e-01  6.69e-02  4.47e+00
40  2.160907  1.95e-02  6.78e-03  7.32e-01
80  2.160907  6.39e-05  2.21e-05  1.97e-02
150  2.160907  4.84e-09  1.74e-09  3.51e-05
omega (eV), Im eps: exact, 10 steps, 150 steps
2.0  5.13115  5.13109  5.13115
3.0  2.24933  1.68919  2.24933
4.0  1.06622  1.75501  1.06622
5.0  0.64428  0.53816  0.64428
6.0  0.38043  0.22132  0.38043
8.0  0.06038  0.06608  0.06038
peak on grid: 2.16 eV, Im eps 10.9840
static eps: fraction 3.17617, weak field 3.17614
integral of omega Im eps: 27.28681 eV^2; pi A mu_1: 27.28681 eV^2
plain recursion, 150 steps: max overlap error 5.13e-01, max error Im eps 1.23e-08
\end{verbatim}
